# Why Refining Voxels Need Not Converge an Angle-Dependent Etch Rate

## What scaling already decides

Take an infinite plane surface with unit outward normal $n$, and represent the solid by cubic voxels of edge $h$. A voxel is solid if its centre lies inside the solid. Let the material etch along its normal at a speed $V(n)$ that depends on orientation and on no length. Suppose that each exposed voxel face removes material at the rate belonging to its own face normal.

The removal rate per unit area of the true plane, averaged over a large patch, is then a speed. The quantities available to form it are the values of $V$, the orientation of the plane relative to the grid, and $h$. Since $h$ is the only length, no dimensionless number can be made from it. Equivalently, magnifying the picture by a factor $\lambda$ turns the staircase for $h$ into one for $\lambda h$, without changing any orientation or any fraction of face area. The averaged rate is therefore independent of $h$. If it is wrong on a coarse grid, it is equally wrong on a fine one.

## The counter-example: an ion-milled sidewall

A vertical ion beam strikes a sidewall whose normal makes an angle $\theta=60^\circ$ with the upward direction. The surface is fully lit, and sputtered atoms and reflected ions are at first assumed to escape. If $J$ is the current density through a plane normal to the beam and $e$ the elementary charge, unit area of sidewall receives $J\cos\theta/e$ ions per unit time. Each removes $Y(\theta)$ atoms, and each atom occupies a volume $1/N$. Hence

$$V(\theta)=\frac{J\,Y(\theta)\cos\theta}{eN}=V_0\,y(\theta)\cos\theta,\qquad V_0=\frac{J\,Y(0)}{eN},\qquad y=\frac{Y(\theta)}{Y(0)}.$$

For the relative yield take

$$y(\theta)=\cos^{-f}\theta\;\exp\!\left[-S\left(\frac1{\cos\theta}-1\right)\right],\qquad f=2,\quad S=0.8,$$

with $V=0$ on unlit surfaces. Differentiating the logarithm gives

$$\frac{d\ln y}{d\theta}=\tan\theta\left(f-\frac{S}{\cos\theta}\right),$$

so the yield peaks where $\cos\theta=S/f=0.4$, that is at $66.4^\circ$, where $y=1.88$.

Rough values for argon-ion milling of silicon are $J=1\ \mathrm{mA/cm^2}$, $Y(0)=0.5$ and $N=5\times10^{22}\ \mathrm{cm^{-3}}$. The ion flux is $J/e=6.24\times10^{15}\ \mathrm{cm^{-2}s^{-1}}$, so

$$V_0=\frac{6.24\times10^{15}\times0.5}{5\times10^{22}}\ \mathrm{cm/s},$$

which is $37.45$ nm/min. At $60^\circ$, $1/\cos\theta=2$ and $y=4e^{-0.8}=1.797$. The true normal rate is

$$V=37.45\times1.797\times0.5=33.65\ \text{nm/min}.$$

Now align the grid with the beam. The staircase has horizontal top faces and vertical side faces. Top faces etch at $V_0$; side faces are parallel to the beam and etch at zero rate. Per unit true area the top faces have area $\cos\theta$, their projection on the horizontal. The raw rate is therefore

$$R_{\rm raw}=V_0\cos\theta=37.45\times0.5=18.7\ \text{nm/min},$$

which is 44% below the true rate. In general $R_{\rm raw}/V=1/y(\theta)$. The intercepted ion current is right, but every ion has been given the yield of normal incidence.

Face counts on a sidewall of horizontal extent 800 nm give the following rates in nm/min. The last two columns use reconstructed normals, defined below.

| $h$ (nm) | raw | 5-face window | growing window |
|---:|---:|---:|---:|
| 10 | 18.88 | 31.61 | 33.74 |
| 5 | 18.83 | 31.60 | 32.23 |
| 2.5 | 18.78 | 31.60 | 33.66 |
| 1.25 | 18.74 | 31.59 | 33.41 |
| 0.625 | 18.74 | 31.60 | 33.14 |

The raw column settles, but not on 33.65. Its small drift comes from the ends of the finite sidewall, whose share of the count shrinks with $h$. Stability under refinement suggests that a limit exists; it does not show that the limit belongs to the intended etch law.

The error also affects the shape. A plane moving at speed $V$ along its normal descends vertically at $V/\cos\theta=V_0y(\theta)$. The raw rule gives $V_0$ for every lit tilt below $90^\circ$, so it removes the difference in descent speed by which facets of different tilt would change the profile.

A test at one angle can miss the fault. With $u=1/\cos\theta$, $\ln y=f\ln u-S(u-1)$ is concave in $u$, vanishes at $u=1$ and initially rises because $f>S$. It therefore has one further zero, here at $78.6^\circ$. At that angle $y=1$ and the raw rate happens to be right. Below it, apart from $\theta=0$, the raw rate is too low; above it, too high.

## The general statement and its proof

Let $e_i$ be the grid axes, $n_i=n\cdot e_i$, and $s_i$ the sign of $n_i$. For a plane patch, as $h\to0$,

$$\boxed{R_{\rm raw}(n)=\sum_i |n_i|\,V(s_i e_i).}$$

This equals $V(n)$ if and only if $V$ satisfies that relation at the orientation concerned.

**Proof.** Consider a patch of area $A$ in three dimensions and the rows of voxels parallel to $e_i$, with $n_i\neq0$. The centre line of a row meets the half-space in a half-line, so the row changes between solid and empty once. It contributes one face of area $h^2$. The solid lies on the side opposite to $n$, so the outward normal of that face is $s_ie_i$. The patch projects along $e_i$ onto an area $|n_i|A$, and the number of rows crossing it is

$$\frac{|n_i|A}{h^2}+O\!\left(\frac{P}{h}\right),$$

where $P$ is the patch perimeter and the correction counts rows at its edge. Multiplication by $h^2$ gives face area $|n_i|A+O(Ph)$. If $n_i=0$, the rows run parallel to the plane and have no such faces. Multiplying each area by its face rate, summing over $i$ and dividing by $A$ proves the result. In two dimensions, lengths replace areas.

For a smooth closed surface of bounded curvature and without vanishingly thin necks, the total raw rate tends to the surface integral of $R_{\rm raw}$. The count could fail where a centre line crosses the surface twice within one cell. Successive crossings have $n_i$ of opposite signs, while normals at such close points differ by $O(h)$. Both values of $|n_i|$ are then $O(h)$, and the projected area of these regions vanishes with $h$.

The same count shows what does converge. The sum of the face vectors, each with its area, tends to

$$\sum_i |n_i|A\,s_ie_i=A\sum_i n_ie_i=An.$$

Vector area is therefore right in the limit, and so is any rate that is linear in $n$ within an octant. The linear form must also hold on the grid axes that bound the octant. The ion current is an example as long as no face of the staircase points away from the beam, as on the aligned grid, where it is proportional to $n_z$. A nonlinear yield is not covered by this.

## Two further cases

**Isotropic etching.** Set $V=1$ everywhere. The raw rate becomes $\sum_i|n_i|$, which exceeds 1 unless $n$ lies along an axis, since $(\sum_i|n_i|)^2=1+2\sum_{i<j}|n_in_j|$. A law without angular dependence is thus given a spurious one. For a circle of radius $R$ the total is

$$R\int_0^{2\pi}(|\cos\alpha|+|\sin\alpha|)\,d\alpha=R(4+4)=8R,$$

against a true perimeter $2\pi R$, a ratio $4/\pi=1.273$. For a sphere, each axis sees two discs of area $\pi R^2$, one from each side. Three axes give $6\pi R^2$ against $4\pi R^2$, a ratio $3/2$. Counts on voxelised spheres with $R/h=20$ and 40 gave 1.497 and 1.498.

**A turned grid.** Keep the sidewall and beam fixed, but turn the grid by $20^\circ$ so that the faces that were horizontal tilt away from the sidewall, and their normal now makes $80^\circ$ with the sidewall normal. The two face normals now lie $20^\circ$ and $70^\circ$ from the beam axis. Both point partly upward, so the staircase does not shadow itself. The general formula gives

$$R_{\rm raw}=\cos80^\circ\,V(20^\circ)+\sin80^\circ\,V(70^\circ).$$

The face count gives 29.7 nm/min, instead of 18.7 on the aligned grid. The current is still right, because $\cos80^\circ\cos20^\circ+\sin80^\circ\cos70^\circ=\cos60^\circ$. Turned $20^\circ$ the other way, the side faces point away from the beam; unless the shadows cast by the steps are counted, the top faces then collect $\cos40^\circ\cos20^\circ=0.72$ instead of $0.5$, and even the current is wrong. A change of rate when nothing but the grid has turned exposes the defect without knowledge of the true answer.

## Reconstructing the normal

Let $m_f$ be a unit normal estimated at face $f$, $e_f$ the face's own normal and $A_f$ its area. Use

$$R=\frac1A\sum_f A_f\,(e_f\cdot m_f)\,V(m_f).$$

The projection factor corrects the excess area of the staircase. If $m_f=n$, the faces along axis $i$ have total area $|n_i|A$ and projection $|n_i|$, so

$$R=V(n)\sum_i|n_i|^2=V(n).$$

Without the projection one obtains $V(n)\sum_i|n_i|$. For the $60^\circ$ sidewall this factor is $\sin60^\circ+\cos60^\circ=1.366$. With good normals but unprojected areas, the finest grid indeed gives 45.9 nm/min, now too high.

In two dimensions, obtain $m_f$ by adding the face vectors of $w$ consecutive faces centred on $f$, with $w$ odd, and normalising the sum. The raw rule is $w=1$.

**A fixed window does not cure the problem.** For a monotone staircase the sum has $a$ side faces and $w-a$ top faces, so there are at most $w+1$ directions per quadrant. The computed rate uses $V$ at these directions and nowhere else. If $n$ is not among them, one can change $V$ near $n$ without changing the computed rate. No fixed $w$ can therefore converge for a general etch law.

The 5-face error can be calculated by hand. A boundary corner touches a solid and an empty cell, whose centres are displaced from it by $h/2$ along each axis. Its distance from the plane is thus at most $hq/2$, where $q=\sin\theta+\cos\theta$. Between the two ends of a window the displacement normal to the plane is at most $hq$. In units of $h$ that displacement has magnitude

$$|a\cos\theta-(w-a)\sin\theta|=|aq-w\sin\theta|\le q.$$

With $p=\sin\theta/q=0.634$, this says $|a-wp|\le1$. For $w=5$, $wp=3.17$, so $a=3$ or 4. The mean of $a$ must be 3.17, hence 17.0% of windows have $a=4$.

The corresponding normals lie at $56.3^\circ$ and $76.0^\circ$. Since $\tan60^\circ=1.732$, successive top faces are separated by one or two side faces. A window with four side faces and one top face must then have the top face at its centre. Top faces form a fraction $1-p=0.366$ of all faces, so the remaining $0.366-0.170=0.196$ are centres of $a=3$ windows, together with all side faces, a fraction 0.634. The total face length per true length is $q=1.366$. Therefore

$$\frac{R}{V_0}=1.366\left[0.170\,\frac{1}{\sqrt{17}}\,v_4+\left(0.196\,\frac{2}{\sqrt{13}}+0.634\,\frac{3}{\sqrt{13}}\right)v_3\right].$$

Here $v_3=0.948$ and $v_4=0.339$ are $V/V_0$ at the two directions. The bracket is $0.014+0.603=0.617$, so $R=0.843V_0=31.6$ nm/min. This is 6.1% below the true rate and agrees with the counted value at all five cell sizes.

## Why a growing window converges

On a plane, a monotone window joins two corners separated by at least $wh/\sqrt2$, because $a^2+(w-a)^2\ge w^2/2$. Their normal displacement is at most $qh\le\sqrt2h$. The angular error $\delta$ therefore satisfies

$$\sin\delta\le\frac{\sqrt2h}{wh/\sqrt2}=\frac2w.$$

As $w\to\infty$, all $m_f$ tend uniformly to $n$. The total face length per true length is $q\le\sqrt2$, apart from end effects, so for continuous $V$ the projected sum tends to $V(n)$. If $V$ has bounded slope in angle, as the ion law here has, the rate error is $O(1/w)$.

On a circle of radius $R$, the window must also remain short. Each end $P$, $Q$ of the window lies within $h/\sqrt2$ of the circle: the segment joining a solid and an empty cell centre beside the corner stays within that distance and crosses the circle. Choose nearby circle points $B$, $C$. The vectors $PQ$ and $BC$ differ by at most $\sqrt2h$, so the previous estimate bounds their angle by $\arcsin(2/w)\le\pi/w$. The chord $BC$ is parallel to the tangent at the middle of its arc, while the face lies somewhere along that arc. This adds at most half the arc angle. Since $|BC|\le(w+\sqrt2)h$, a bound for short windows is

$$\delta\le\frac{\pi}{w}+\frac{(w+2)h}{2R},$$

where replacing $\sqrt2$ by 2 leaves room for the difference between arc and chord. Near the top, bottom and sides of the circle a window may reverse a few steps, but for $w\propto\sqrt{R/h}$ their number stays bounded and the length estimate survives on fine grids.

Convergence follows if $w\to\infty$ and $wh\to0$. Taking $w\propto\sqrt{R/h}$ makes both terms scale as $\sqrt{h/R}$. In three dimensions the projection count gives the analogous condition: a patch of radius $r$ has relative edge error $O(h/r)$, so one needs $h/r\to0$ and $r\to0$. The numerical results for reconstructed normals given here are two-dimensional.

In the table, $w$ grows from 11 to 37. The errors are not monotone: the rate is 0.3% high at $h=10$ nm, 4.2% low at $h=5$ nm and 1.5% low at $h=0.625$ nm. The theorem bounds the error by a decreasing quantity; it does not promise improvement at each refinement.

## A curved body can conceal the error

Consider a suspended wire of radius 200 nm in the same beam. Its true removal rate per unit length is

$$2RV_0\int_0^{\pi/2}y(\theta)\cos\theta\,d\theta=18\,847\ \mathrm{nm^2/min}.$$

The raw limit replaces $y$ by 1 and gives $2RV_0=400\times37.45=14\,980\ \mathrm{nm^2/min}$, 20.5% too low. The counts give this value at every cell size used.

At $h=0.625$ nm, the 5-face window gives a total just 0.3% too high, although its normals are wrong by up to $22^\circ$. On the scale of this window the wire looks plane, and the 5-face error of a plane depends strongly on its tilt: about $-7\%$ at $30^\circ$, $+8\%$ at $40^\circ$, zero at $56.3^\circ$, $-6\%$ at $60^\circ$, $-15\%$ at $70^\circ$ and $+90\%$ at $80^\circ$, where the true rate is small. For this etch law these errors nearly cancel in the total. A good total does not establish a good local rate or a good evolving profile. The growing window reduces the largest normal error from $9.3^\circ$ at $h=10$ nm to $3.0^\circ$ at $h=0.625$ nm; the final total is within 0.1%. Both totals at this cell size belong to one position of the grid; moving it by a fraction of a cell can change them by a few tenths of a per cent.

## The real process

The parameters describe broad-beam argon milling near 500 eV in rough terms; the yield curve is a model, not a fit. For the sidewall, the largest of the effects estimated here comes from sputtered atoms that do not escape. A wide flat floor emitting with a cosine distribution, with every arriving atom sticking, returns a fraction $(1-\cos60^\circ)/2=0.25$ of its emission per unit area to unit area of sidewall. That is $0.25V_0$, or 28% of the sidewall's true removal rate, and would lower the net rate to about 24 nm/min. A beam spread of $3^\circ$ rms per axis lowers the removal rate by 0.9% if the ion flux summed over all directions is held fixed. If 5% of the ions reflected specularly and kept their full energy, they would raise the floor rate where they land by $0.05\times0.5\times1.797=4.5\%$. For that fraction this is an upper estimate: the path must bend by $60^\circ$, one collision of argon with the lighter silicon atom bends it by at most $45^\circ$, and the several collisions needed cost a large part of the energy. The convex wire does not redeposit onto itself, but an ion depth of about 2 nm is 1% of its radius and sets the scale of curvature corrections to the yield. The mean atomic spacing is 0.27 nm, so cells much smaller than the finest used here would refine the mathematics without adding material detail. These effects limit the prediction of the process; none of them restores the angular yield that raw face normals discard. The numerical output lists the values used.

## Table of computed values

```
INPUTS (rough typical values)
ion current density 1.0 mA/cm2
yield at normal incidence 0.50 atoms/ion
atomic density 5.0e+22 cm^-3; f=2.0, S=0.8
sidewall tilt 60 deg; wire radius 200 nm
ion flux 6.242e+15 ions/(cm2 s)
flat-surface rate V0 37.45 nm/min
relative yield at sidewall 1.7973
yield peak: 66.42 deg, relative yield 1.882
second angle with y=1: 78.57 deg
SIDEWALL true normal rate 33.65 nm/min
h(nm)  raw  5-face  growing (nm/min)  w
10.000  18.88  31.61  33.74  11
 5.000  18.83  31.60  32.23  15
 2.500  18.78  31.60  33.66  19
 1.250  18.74  31.59  33.41  27
 0.625  18.74  31.60  33.14  37
finest raw error -44.3 %
finest 5-face error -6.1 %
finest growing-window error -1.53 %
5-face angles: 56.3 to 76.0 deg
good normals, unprojected areas: 45.89 nm/min
face area / true area at sidewall 1.3660
raw rate, grid turned 20 deg: 29.72 nm/min
WIRE true area-removal rate 18847 nm2/min
h(nm)  raw  5-face  growing (nm2/min)
10.000   14980   18720   18432
 5.000   14980   19053   18619
 2.500   14980   18883   18871
 1.250   14980   18867   18789
 0.625   14980   18902   18858
finest raw error -20.5 %
finest 5-face error 0.29 %
finest growing-window error 0.06 %
largest normal error (deg): raw, 5-face, growing
h=10.000 nm: 81.7, 18.8, 9.3
h=0.625 nm: 88.0, 22.0, 3.0
5-face orientations on whole wire: 20
isotropic wire, raw/true: 1.2732
isotropic wire, growing/true: 1.0000
isotropic sphere, R/h=20: raw/true 1.4969
isotropic sphere, R/h=40: raw/true 1.4983
NEGLECTED EFFECTS (rough inputs)
beam spread 3 deg rms per axis: sidewall rate -0.92 %
sidewall view of floor 0.250
redeposition / sidewall removal 27.8 %
reflected ions 5 %: floor rate +4.5 %
ion depth 2 nm / wire radius: 1.0 %
mean atomic spacing 0.271 nm
```
